# Octahedral Lebedev rules with 6, 14 and 26 points

## Problem

The mean of a function over the unit sphere,

\[
\langle f\rangle=\frac1{4\pi}\int f(\mathbf n)\,d\Omega ,
\]

is to be replaced by a finite sum

\[
Q[f]=\sum_i w_i f(\mathbf n_i),\qquad \sum_i w_i=1 .
\]

The corresponding rule for \(\int f\,d\Omega\) has weights \(4\pi w_i\). The points are taken from three sets:

- axis points: the 6 points of type \((1,0,0)\);
- edge points: the 12 points of type \((1,1,0)/\sqrt2\);
- corner points: the 8 points of type \((1,1,1)/\sqrt3\).

Each set contains all signs and permutations of the coordinates. It is therefore an orbit of the octahedral group \(O_h\), whose 48 elements are the signed permutations of \(x,y,z\). All points of one orbit carry the same weight.

(a) Find the weights of the rules built from axes (6 points), axes and corners (14 points), and all three orbits (26 points), using only \(O_h\)-invariant polynomials.

(b) Show that the rules are exact for every polynomial through total degree 3, 5 and 7, respectively, and that each fails at the next degree.

(c) Up to which \(l\) do the spherical harmonics remain orthonormal when their overlaps are computed with each rule?

(d) One electron charge is spread uniformly over a shell of radius \(r=0.5\) Å. A point electron sits at distance \(R=2\) Å from the centre, on a cube axis. Find the mean repulsion energy and the error each rule makes in it.

## Hints

1. Average \(f\) over the group. What happens to \(\langle f\rangle\) and to \(Q[f]\)?
2. A polynomial unchanged by all sign changes contains only \(x^2,y^2,z^2\). Permutations make it symmetric in these, and on the sphere their sum is 1.
3. Sphere means of monomials follow from a three-dimensional Gaussian integral done in two coordinate systems.
4. Use the total weight of each orbit as the unknown.
5. For (d), expand the Coulomb repulsion in Legendre polynomials. Which terms does a rule of degree \(d\) treat correctly?

## Solution

### Reduction to invariants

Define the group average

\[
(Af)(\mathbf n)=\frac1{48}\sum_{g\in O_h} f(g\mathbf n).
\]

Each \(g\) is an orthogonal map, so it preserves the area element, and \(\langle f\rangle=\langle Af\rangle\). Each \(g\) also permutes the points within an orbit, where the weights are equal, so \(Q[f]=Q[Af]\). A signed permutation does not raise the degree of a polynomial. Hence, if \(Q\) is exact for all invariant polynomials through degree \(d\), it is exact for all polynomials through degree \(d\).

An invariant polynomial is symmetric in \(X=x^2\), \(Y=y^2\), \(Z=z^2\). It is thus a combination of symmetric sums of monomials in \(X,Y,Z\). Define

\[
I_4=x^4+y^4+z^4,\qquad I_6=x^2y^2z^2 ,
\]

and use \(X+Y+Z=1\). The sums of degree 2 in \(X,Y,Z\) are

\[
X^2+Y^2+Z^2=I_4,\qquad XY+YZ+ZX=\tfrac12(1-I_4),
\]

where the second follows from squaring \(X+Y+Z=1\). At degree 3 there are three sums. One is \(XYZ=I_6\). The second, \(S\), contains the six terms of type \(X^2Y\). Multiplying out \((X+Y+Z)(XY+YZ+ZX)=S+3XYZ\) gives

\[
S=\tfrac12(1-I_4)-3I_6 .
\]

The third follows from \((X+Y+Z)(X^2+Y^2+Z^2)=X^3+Y^3+Z^3+S\):

\[
X^3+Y^3+Z^3=I_4-S .
\]

Degree \(k\) in \(X,Y,Z\) is degree \(2k\) in \(x,y,z\). The invariants on the sphere are therefore spanned by \(\{1\}\) through degree 3, by \(\{1,I_4\}\) through degree 5, and by \(\{1,I_4,I_6\}\) through degree 7.

### Sphere means

Let \(s=a+b+c\) and \((-1)!!=1\). In Cartesian coordinates,

\[
\int x^{2a}y^{2b}z^{2c}e^{-\rho^2/2}\,d^3\rho=(2\pi)^{3/2}(2a-1)!!\,(2b-1)!!\,(2c-1)!! .
\]

In spherical coordinates the same integral is

\[
4\pi\langle x^{2a}y^{2b}z^{2c}\rangle\int_0^\infty \rho^{2s+2}e^{-\rho^2/2}d\rho
=(2\pi)^{3/2}(2s+1)!!\,\langle x^{2a}y^{2b}z^{2c}\rangle ,
\]

because the radial integral equals \(\tfrac12\sqrt{2\pi}\,(2s+1)!!\). Equating the two,

\[
\langle x^{2a}y^{2b}z^{2c}\rangle=\frac{(2a-1)!!\,(2b-1)!!\,(2c-1)!!}{(2s+1)!!}.
\]

Thus \(\langle I_4\rangle=3\cdot\frac{3}{15}=\frac35\) and \(\langle I_6\rangle=\frac1{105}\).

### (a) Weights

Let \(W_1,W_2,W_3\) be the total weights of axes, edges and corners. On these orbits \(I_4=1,\frac12,\frac13\) and \(I_6=0,0,\frac1{27}\). Exactness for \(1\), \(I_4\) and \(I_6\) means, in that order,

\[
W_1+W_2+W_3=1,\qquad W_1+\frac{W_2}2+\frac{W_3}3=\frac35,\qquad \frac{W_3}{27}=\frac1{105}.
\]

**6 points.** Only \(W_1\) is present. The first equation gives \(W_1=1\), so each point has \(w=\frac16\).

**14 points.** Set \(W_2=0\) and use the first two equations. Subtracting them gives \(\frac23W_3=\frac25\), so \(W_3=\frac35\) and \(W_1=\frac25\). Division by 8 and 6 gives

\[
w_{\rm corner}=\frac3{40},\qquad w_{\rm axis}=\frac1{15}.
\]

**26 points.** The third equation gives \(W_3=\frac{27}{105}=\frac9{35}\). The other two become \(W_1+W_2=\frac{26}{35}\) and \(W_1+\frac12W_2=\frac{21}{35}-\frac3{35}=\frac{18}{35}\). Their difference gives \(W_2=\frac{16}{35}\), and then \(W_1=\frac{10}{35}=\frac27\). Per point,

\[
w_{\rm axis}=\frac1{21},\qquad w_{\rm edge}=\frac4{105},\qquad w_{\rm corner}=\frac9{280}.
\]

In each case the linear system has one solution, so the weights are unique for the chosen orbits.

### (b) Exactness and its limit

Each rule integrates a full basis of the invariants through degree 3, 5 or 7. By the reduction, it is exact for all polynomials through that degree. One counterexample each shows failure at the next degree:

- 6 points, degree 4: \(Q[I_4]=1\), but \(\langle I_4\rangle=\frac35\).
- 14 points, degree 6: \(Q[I_6]=\frac35\cdot\frac1{27}=\frac1{45}\), but \(\langle I_6\rangle=\frac1{105}\).
- 26 points, degree 8: \(Q[I_4^2]=\frac27+\frac14\cdot\frac{16}{35}+\frac19\cdot\frac9{35}=\frac37\), but

\[
\langle I_4^2\rangle=3\langle x^8\rangle+6\langle x^4y^4\rangle=\frac39+\frac6{105}=\frac{41}{105}.
\]

The numerical check tests all monomials through these degrees against an independent product quadrature.

### (c) Spherical harmonics

On the unit sphere \(Y_{lm}\) is a polynomial of degree \(l\), so \(Y_{lm}^*Y_{l'm'}\) has degree at most \(l+l'\). The overlaps are exact if \(l+l'\le d\). Orthonormality therefore holds through \(l=1,2,3\) for \(d=3,5,7\).

It breaks down at the next \(l\). For the 6-point rule this is visible directly: the harmonic proportional to \(xy\) vanishes at all six points, so its computed norm is zero. For all three rules, counting shows it for any choice of axes. An overlap matrix computed from \(N\) points has rank at most \(N\). The 6- and 14-point rules face 9 and 16 harmonics through \(l=2\) and \(l=3\), more than they have points. For 26 points, the 15 harmonics with \(l=0,2,4\) are even, so they see only the 13 pairs \(\pm\mathbf n_i\). In each case the computed overlap matrix is singular and cannot be the identity. With complex harmonics quantized along a cube axis, the largest overlap errors are 1.50, 1.17 and 1.09, measured against a correct norm of 1. These sizes depend on the orientation of the axes and can fall below 1 for rotated harmonics.

A measure of the failure that does not depend on the choice of axes for \(Y_{lm}\) follows from the addition theorem, \(P_l(\mathbf n\cdot\mathbf n')=\frac{4\pi}{2l+1}\sum_mY_{lm}(\mathbf n)Y_{lm}^*(\mathbf n')\):

\[
D_l=\sum_{ij}w_iw_jP_l(\mathbf n_i\cdot\mathbf n_j)=\frac{4\pi}{2l+1}\sum_m\bigl|Q[Y_{lm}]\bigr|^2 .
\]

For \(l\ge1\) the true mean of \(Y_{lm}\) is zero, so \(D_l=0\) precisely when the rule integrates every harmonic of that \(l\) correctly. The first nonzero values are \(D_4=0.583\), \(D_6=0.269\) and \(D_8=0.198\) for 6, 14 and 26 points.

### (d) Repulsion from a charged shell

Let \(\mathbf u\) be the unit vector towards the point electron. In atomic units, for \(r<R\),

\[
\frac1{|R\mathbf u-r\mathbf n|}=\frac1R\sum_{l=0}^\infty\left(\frac rR\right)^lP_l(\mathbf u\cdot\mathbf n).
\]

The sphere mean of \(P_l(\mathbf u\cdot\mathbf n)\) vanishes for \(l\ge1\), so the exact energy is \(1/R\): from outside, the shell acts like a charge at its centre. With the Coulomb constant 14.3996 eV Å,

\[
E=\frac{14.3996}{2}\ \text{eV}=7.1998\ \text{eV}\quad(0.26459\ \text{hartree}).
\]

A rule of degree \(d\) also gives zero for \(1\le l\le d\). Its error is

\[
\Delta E=E\sum_{l>d}\left(\frac rR\right)^lc_l(\mathbf u),\qquad c_l(\mathbf u)=\sum_iw_iP_l(\mathbf u\cdot\mathbf n_i).
\]

Odd \(l\) cancel between \(\mathbf n_i\) and \(-\mathbf n_i\). The leading terms are thus \(l=4,6,8\).

Take \(\mathbf u\) along \(z\). For even \(l\), counting the \(z\) coordinates in each orbit gives the orbit averages

\[
\frac{P_l(1)+2P_l(0)}3,\qquad \frac{P_l(0)+2P_l(1/\sqrt2)}3,\qquad P_l(1/\sqrt3)
\]

for axes, edges and corners. The values needed, besides \(P_l(1)=1\), are

- \(P_4(0)=\frac38\);
- \(P_6(0)=-\frac5{16}\) and \(P_6(1/\sqrt3)=\frac29\);
- \(P_8(0)=\frac{35}{128}\), \(P_8(1/\sqrt2)=\frac{611}{2048}\) and \(P_8(1/\sqrt3)=\frac{11}{72}\).

Weighting the orbit averages with \(W_1,W_2,W_3\),

\[
c_4^{(6)}=\frac13\left(1+\frac34\right)=\frac7{12},\qquad
c_6^{(14)}=\frac25\cdot\frac18+\frac35\cdot\frac29=\frac{11}{60},
\]

\[
c_8^{(26)}=\frac27\cdot\frac{33}{64}+\frac{16}{35}\cdot\frac{297}{1024}+\frac9{35}\cdot\frac{11}{72}=\frac{143}{448}.
\]

With \(r/R=\frac14\), the leading error of the 6-point rule is \(7.1998\times\frac7{12}\times\frac1{256}=0.0164\) eV. The other two follow in the same way:

| Points | Leading term (eV) | Full error (eV) |
|---|---|---|
| 6 | \(1.64\times10^{-2}\) | \(1.67\times10^{-2}\) |
| 14 | \(3.22\times10^{-4}\) | \(3.54\times10^{-4}\) |
| 26 | \(3.51\times10^{-5}\) | \(3.50\times10^{-5}\) |

Relative to \(E\), the full errors are about \(2\times10^{-3}\), \(5\times10^{-5}\) and \(5\times10^{-6}\).

The leading term is 9% below the full error for 14 points. The cause is the next multipole: \(c_8^{(14)}=\frac25\cdot\frac{33}{64}+\frac35\cdot\frac{11}{72}=\frac{143}{480}\), which is \(\frac{13}8\) times \(c_6^{(14)}\). It adds \(\frac{13}8\cdot\frac1{16}\approx10\%\) to the leading term.

Doubling the shell radius to 1 Å raises the errors to 0.293, 0.0288 and 0.0090 eV. As \(r\to R\) the rules fail altogether in this geometry. The axis point on \(+z\) approaches the point electron, so the sum diverges while the true mean stays at \(1/R\).

## Variations

### 1. Axes and edges instead of axes and corners

Which degree does the 18-point rule built from axes and edges reach?

With \(W_3=0\), the first two equations are \(W_1+W_2=1\) and \(W_1+\frac12W_2=\frac35\). They give \(W_2=\frac45\) and \(W_1=\frac15\), hence \(w_{\rm edge}=\frac1{15}\) and \(w_{\rm axis}=\frac1{30}\). The rule is exact through degree 5. It fails at degree 6, because \(I_6\) vanishes on both orbits while its mean is \(\frac1{105}\). It has four more points than the 14-point rule and the same degree.

### 2. The point electron on a body diagonal

How does the 6-point error in (d) change if \(\mathbf u=(1,1,1)/\sqrt3\)?

Every axis point now has \(\mathbf u\cdot\mathbf n_i=\pm1/\sqrt3\), so

\[
c_4=P_4(1/\sqrt3)=\frac18\left(\frac{35}9-10+3\right)=-\frac7{18}.
\]

The leading error is \(7.1998\times(-\frac7{18})\times\frac1{256}=-0.0109\) eV, and the full error is \(-0.0105\) eV. On the cube axis it was \(+0.0167\) eV. The exact energy does not depend on the direction of \(\mathbf u\), but the computed one changes by 0.027 eV between these two orientations. The rule has only the symmetry of the cube, and the multipoles beyond its degree reveal this.

## Computed results

```
Independent Oh invariants on the sphere (dimensionless)
  through degree 3: 1
  through degree 5: 2
  through degree 7: 3
  through degree 8: 4
Sphere means: I4 = 3/5, I6 = 1/105, I4^2 = 41/105
6-point weights: axis 1/6 (orbit total 1)
14-point weights: axis 1/15 (orbit total 2/5), corner 3/40 (orbit total 3/5)
26-point weights: axis 1/21 (orbit total 2/7), edge 4/105 (orbit total 16/35), corner 9/280 (orbit total 9/35)
Largest monomial error at the first failing degree (dimensionless)
  6 points, degree 4: 0.133333
  14 points, degree 6: 0.012698
  26 points, degree 8: 0.006349
First invariant integrated wrongly (dimensionless)
  6 points: I4 gives 1, exact 3/5
  14 points: I6 gives 1/45, exact 1/105
  26 points: I4^2 gives 3/7, exact 41/105
Residual D_l = sum_ij w_i w_j P_l(n_i.n_j) (dimensionless)
  6 points: l=2: 0.000000, l=4: 0.583333, l=6: 0.125000, l=8: 0.515625
  14 points: l=2: 0.000000, l=4: 0.000000, l=6: 0.268889, l=8: 0.172130
  26 points: l=2: 0.000000, l=4: 0.000000, l=6: 0.000000, l=8: 0.197598
Orthonormality of spherical harmonics under each rule
  6 points: holds to l = 1; largest overlap error with l = 2 included: 1.5000
  14 points: holds to l = 2; largest overlap error with l = 3 included: 1.1667
  26 points: holds to l = 3; largest overlap error with l = 4 included: 1.0938
Coulomb constant: 14.399645 eV angstrom
Distance R: 2.0 angstrom; shell radii r: 0.5 and 1.0 angstrom
Exact mean repulsion: 7.199823 eV = 0.264589 hartree
6 points: leading l = 4, axis coefficient 7/12
  r = 0.5 angstrom: error axis 1.6684e-02 eV (leading term 1.6406e-02 eV), diagonal -1.0532e-02 eV
  r = 1.0 angstrom: error axis 2.9324e-01 eV (leading term 2.6249e-01 eV), diagonal -1.4744e-01 eV
  axis error ratio, larger to smaller r: 17.6 (leading law 16)
14 points: leading l = 6, axis coefficient 11/60
  r = 0.5 angstrom: error axis 3.5445e-04 eV (leading term 3.2226e-04 eV), diagonal 5.8366e-04 eV
  r = 1.0 angstrom: error axis 2.8832e-02 eV (leading term 2.0624e-02 eV), diagonal 4.0501e-02 eV
  axis error ratio, larger to smaller r: 81.3 (leading law 64)
26 points: leading l = 8, axis coefficient 143/448
  r = 0.5 angstrom: error axis 3.4958e-05 eV (leading term 3.5067e-05 eV), diagonal 1.0709e-05 eV
  r = 1.0 angstrom: error axis 9.0480e-03 eV (leading term 8.9772e-03 eV), diagonal 3.2243e-03 eV
  axis error ratio, larger to smaller r: 258.8 (leading law 256)
```
